\section*{Statistical Uncertainty of Johnson-Noise Thermometry and Its Scaling}

\section*{Question}

A resistor at 300 K is used as its own thermometer: its thermal noise voltage is recorded in a 1 MHz band for one second, and the temperature is inferred from the mean square. If the amplifier adds no noise and the calibration is perfect, how large is the statistical uncertainty of the temperature? How does it scale with bandwidth, averaging time and resistance?

\section*{Answer}

\subsection*{From temperature to mean-square voltage}

Let $R$ be a resistor in equilibrium at temperature $T$, with no bias current. Spectral densities are one-sided, so that a mean square is an integral over positive frequencies. The noise is treated as stationary and Gaussian, with $hf\ll kT$.

To find the voltage density $S(f)$, connect $R$ in series with a lossless inductor $L$ and capacitor $C$. Only the resistor supplies noise. If $S$ is constant across the resonance, the current variance is
\begin{equation}
\langle I^2\rangle=\frac{S}{2\pi}\int_0^\infty
\frac{d\omega}{R^2+(\omega L-1/\omega C)^2}.
\end{equation}
Put $\omega=\omega_0e^u$, with $\omega_0=1/\sqrt{LC}$. The reactance becomes $2\omega_0L\sinh u$, and $d\omega=\omega_0e^u\,du$. The denominator is even in $u$, so only the even part $\cosh u$ of $e^u$ contributes. With $v=2\omega_0L\sinh u$,
\begin{equation}
\langle I^2\rangle=\frac{S}{2\pi}\,\frac{1}{2L}
\int_{-\infty}^{\infty}\frac{dv}{R^2+v^2}
=\frac{S}{2\pi}\,\frac{\pi}{2LR}=\frac{S}{4LR}.
\end{equation}
Classical equipartition gives $L\langle I^2\rangle/2=kT/2$, hence
\begin{equation}
S=4kTR.
\end{equation}
The resonance has width $R/(2\pi L)$ in frequency. Raising $L$ while lowering $C$ at fixed $\omega_0$ makes it as narrow as desired, so the result holds at each classical frequency where $S$ is smooth.

A noiseless amplifier with a rectangular passband of width $B$ therefore sees $\langle V^2\rangle=4kTRB$, referred to its input. The temperature estimate is
\begin{equation}
\hat T=\frac{1}{4kRB}\,\frac1\tau\int_0^\tau V(t)^2\,dt,
\qquad \langle\hat T\rangle=T .
\end{equation}
This requires $R$, $B$ and the gain to be known.

\subsection*{Scatter of the time average}

Let $\sigma^2=\langle V^2\rangle$, and let $\rho(s)$ be the correlation coefficient of two voltages separated by a time $s$. For Gaussian noise one can write $V_2=\rho V_1+\sqrt{1-\rho^2}\,W$, where $W$ is independent of $V_1$ and has the same variance. The cross term averages to zero. Since $\langle V_1^4\rangle=3\sigma^4$,
\begin{align}
\langle V_1^2V_2^2\rangle
&=3\rho^2\sigma^4+(1-\rho^2)\sigma^4
=\sigma^4(1+2\rho^2),\\
\operatorname{cov}(V_1^2,V_2^2)&=2\sigma^4\rho^2.
\end{align}
The variance of the time average is the double time integral of this covariance, divided by $\tau^2$. Pairs of times with separation $s$ occupy a length $\tau-|s|$, so
\begin{equation}
\frac{\operatorname{var}\hat T}{T^2}
=\frac{2}{\tau}\int_{-\tau}^{\tau}
\left(1-\frac{|s|}{\tau}\right)\rho(s)^2\,ds .
\label{eq:var}
\end{equation}
The resistance has disappeared: changing $R$ multiplies the mean power and its fluctuations by the same factor.

For a band from zero to $B$,
\begin{equation}
\rho(s)=\frac1B\int_0^B\cos(2\pi fs)\,df
=\frac{\sin(2\pi Bs)}{2\pi Bs}.
\end{equation}
When $B\tau\gg1$, the correlation has decayed long before $|s|$ reaches $\tau$. The triangular weight can be replaced by one and the limits by infinity. With $y=2\pi Bs$,
\begin{equation}
\int_{-\infty}^{\infty}\rho^2ds
=\frac1{2\pi B}\int_{-\infty}^{\infty}\frac{\sin^2y}{y^2}\,dy
=\frac1{2B}.
\end{equation}
Equation (\ref{eq:var}) then gives the one-standard-deviation uncertainty
\begin{equation}
\boxed{\delta T=\frac{T}{\sqrt{B\tau}}} .
\label{eq:main}
\end{equation}
For the stated measurement,
\begin{equation}
\delta T=\frac{300\ \mathrm K}
{\sqrt{(10^6\ \mathrm{s^{-1}})(1\ \mathrm s)}}
=0.300\ \mathrm K,
\end{equation}
or 0.1\% of the absolute temperature. A tenfold smaller uncertainty, 0.030 K, needs a hundredfold longer average, 100 s, at fixed bandwidth. Conversely, the same formula gives 9.49 K for a 1 ms average.

\subsection*{How good is the long-record approximation?}

Set $M=B\tau$ and $u=Bs$. Two pieces were dropped from the integral: the tail beyond $M$ and the triangular weight. At large $M$, $\sin^2$ in the tail averages to one half, so
\begin{equation}
\int_M^\infty\frac{\sin^2(2\pi u)}{(2\pi u)^2}du
\simeq\frac1{8\pi^2M}.
\end{equation}
The weight removes
\begin{equation}
\frac1M\int_0^M\frac{\sin^2(2\pi u)}{4\pi^2u}du
=\frac1{8\pi^2M}\int_0^M\frac{1-\cos4\pi u}{u}du
\simeq\frac{\ln(4\pi M)+\gamma}{8\pi^2M},
\end{equation}
where $\gamma$ is Euler's constant. The full half-line integral is $1/4$, and the prefactor in these variables is $4/M$. Therefore
\begin{equation}
\frac{\operatorname{var}\hat T}{T^2}\simeq
\frac1M\left[1-\frac{\ln(4\pi M)+\gamma+1}{2\pi^2M}\right].
\end{equation}
For $M=20$, direct quadrature and this formula both give a fractional variance deficit of 0.017995. For the one-second measurement the deficit is $9.1\times10^{-7}$, which is negligible. This correction is for the band from zero to $B$; a band away from zero has a larger deficit, 0.032 at $M=20$ for the band from $B$ to $2B$, and it too vanishes for long records.

\subsection*{Counting samples, and whether better processing helps}

The correlation vanishes at nonzero multiples of $1/(2B)$. Gaussian samples at this spacing are independent, and one second contains $N=2B\tau=2\times10^6$ of them. Each has variance $aT$, where $a=4kRB$. With $z=V/\sqrt{aT}$, the derivative of its log probability is
\begin{equation}
\ell=\frac{\partial}{\partial T}
\left[-\frac12\ln(2\pi aT)-\frac{V^2}{2aT}\right]
=\frac{z^2-1}{2T}.
\end{equation}
Since $\langle(z^2-1)^2\rangle=3-2+1=2$, one sample has $\langle\ell^2\rangle=1/(2T^2)$, and $N$ samples have $N/(2T^2)$.

Let $\ell_N$ be the sum of the $N$ derivatives. Differentiating the unbiasedness condition $\langle\hat T\rangle=T$ gives $\langle\hat T\ell_N\rangle=1$. Because $\langle\ell_N\rangle=0$, also $\langle(\hat T-T)\ell_N\rangle=1$. The Cauchy--Schwarz inequality then gives
\begin{equation}
\operatorname{var}\hat T\ \ge\ \frac1{\langle\ell_N^2\rangle}
=\frac{2T^2}{N}=\frac{T^2}{B\tau}.
\end{equation}
The average of $V^2/a$ over these samples reaches the bound, because each term has variance $2T^2$. No other unbiased processing of the same samples can improve on 0.300 K. The bound refers to these $N$ samples only. The continuous average uses the voltage between them as well, which is why its variance lies below $T^2/(B\tau)$ by the small deficit found above.

\subsection*{What ``bandwidth'' means for other filters}

Let $G(f)$ be the power response of a filter. Its normalized output correlation is $\rho(s)=\int_0^\infty G\cos(2\pi fs)\,df/\int_0^\infty G\,df$. Extending the spectrum evenly to negative frequencies puts half of $G$ on each side, and Parseval's theorem gives
\begin{equation}
\int_{-\infty}^{\infty}\rho^2ds
=\frac{\int_0^\infty G^2df}{2\left(\int_0^\infty G\,df\right)^2}.
\end{equation}
Hence $\delta T=T/\sqrt{B_{\rm eff}\tau}$, with
\begin{equation}
B_{\rm eff}=\frac{\left(\int_0^\infty G\,df\right)^2}
{\int_0^\infty G^2df}.
\end{equation}
Any rectangular band of width $B$ has $B_{\rm eff}=B$, wherever it is centred. A single-pole low-pass filter with corner $f_p$ has $\int G\,df=\pi f_p/2$ and $\int G^2df=\pi f_p/4$, so $B_{\rm eff}=\pi f_p$. A quoted ``1 MHz'' must therefore be accompanied by the filter shape.

Simulated voltages filtered and averaged for 1 ms support these results. With 2000 records per case, the scatter was 9.55 K at 50 $\Omega$, 9.60 K at 10 k$\Omega$, and 9.35 K for a 1--2 MHz band at 1 k$\Omega$. The long-record formula gives 9.49 K in all three cases, and the sampling error of each scatter is about 1.6\%.

\subsection*{Where resistance returns}

Suppose the amplifier has independent white voltage and current noise densities $e_n$ and $i_n$. The current noise flows through $R$, so the total density is $4kTR+e_n^2+i_n^2R^2=4kR(T+T_n)$, with
\begin{equation}
T_n=\frac{e_n^2+i_n^2R^2}{4kR}.
\end{equation}
Subtracting a precisely known offset $T_n$ corrects the mean but leaves its fluctuations:
\begin{equation}
\delta T=\frac{T+T_n}{\sqrt{B\tau}} .
\end{equation}
When $T\ll T_n$, the uncertainty approaches $T_n/\sqrt{B\tau}$ and no longer falls in proportion to $T$.

Take $e_n=1$ nV/$\sqrt{\rm Hz}$ and $i_n=10$ fA/$\sqrt{\rm Hz}$, and leave out input capacitance for this comparison. At fixed $T$, $B$ and $\tau$, resistances of 50 $\Omega$, 1 k$\Omega$ and 10 k$\Omega$ give $T_n=362$, 18.1 and 1.83 K. The uncertainties are 0.662, 0.318 and 0.302 K. Small resistors lose because their voltage signal is weak compared with $e_n$.

Input capacitance $C_{\rm in}$ acts in the opposite direction. It gives $G=1/[1+(f/f_p)^2]$, with $f_p=1/(2\pi RC_{\rm in})$. Let $x=B/f_p$. Using $d[y/(1+y^2)]/dy=2/(1+y^2)^2-1/(1+y^2)$, the integrals up to $B$ are
\begin{align}
\int_0^BG\,df&=f_p\arctan x,\\
\int_0^BG^2df&=\frac{f_p}{2}
\left[\frac{x}{1+x^2}+\arctan x\right].
\end{align}
The mean signal is thus reduced by the factor $\arctan(x)/x$. If this loss is ignored, the temperature bias is
\begin{equation}
\Delta T=T\left(\frac{\arctan x}{x}-1\right).
\end{equation}

For 10 k$\Omega$ and 30 pF the pole is at 0.531 MHz, inside the band. Even after the mean is corrected, $B_{\rm eff}=0.831$ MHz and the noiseless uncertainty rises to 0.329 K. This is a limit of plain squaring: with no added noise, dividing the recorded spectrum by the known response restores the rectangular band and the 0.300 K result.

\subsection*{A 1 k$\Omega$ sensor with a JFET preamplifier}

Consider a 1 k$\Omega$ resistor with the amplifier noise above, 30 pF of total input capacitance and a 1 kHz flicker corner. These are rough typical values for a low-noise JFET preamplifier and a short connection. The white $i_n$ is a low-frequency figure: in a real JFET the current noise rises with frequency and can reach several tens of fA/$\sqrt{\rm Hz}$ at 1 MHz. At 1 k$\Omega$ this changes $T_n$ by less than 0.1 K, but at 10 k$\Omega$ it raises the 1.83 K above by an estimated 0.1 to 0.6 K. Before the input capacitance is included, the Johnson density is 4.070 nV/$\sqrt{\rm Hz}$; multiplying by $\sqrt{10^6\ \rm Hz}$ gives 4.070 $\mu$V rms. White amplifier noise raises the uncertainty from 0.300 to 0.318 K. The assumption that fails most seriously is that the amplifier adds no noise: if its white noise is not subtracted, the reading is about 18 K too high. Uncorrected capacitance, an error in the calibrated response, makes it about 3.5 K too low. Both exceed the statistical scatter, and averaging removes neither.

Smaller errors also matter. Flicker noise adds a density $e_n^2f_c/f$, where $f_c$ is the corner frequency. Integrated from 1 Hz to $B$, it gives an offset $e_n^2f_c\ln(B/1\ {\rm Hz})/(4kRB)=0.250$ K. Without amplifier noise, $\hat T$ is proportional to measured power, so a 0.1\% error in power calibration shifts it by 0.300 K, as much as the ideal scatter. A 0.1\% error in $R$ has an effect of about the same size, so the resistance must be known at the temperature being measured.

The classical approximation is safe here. Without the zero-point term, $kT$ is replaced by $hf/(e^{hf/kT}-1)\simeq kT-hf/2$. Averaging over the band lowers the apparent temperature by $hB/(4k)=1.2\times10^{-5}$ K.

The 0.3 K figure is therefore the scatter of an ideal mean-square measurement with this band and averaging time; the amplifier above raises it to about 0.32 K, provided frequencies below about 1 Hz are filtered out. With a lower cutoff, flicker fluctuations add to the scatter, which reaches 0.334 K for a cutoff of 0.01 Hz. This scatter sets the accuracy of the thermometer if the offsets, the input response and the calibration are each controlled to well below 0.1\% of the thermal noise power.

\section*{Computed results}
\begin{verbatim}
Temperature: 300.0 K
Rectangular bandwidth: 1.000 MHz
Averaging time: 1.000 s
Example resistance: 1000 ohm
Johnson voltage density: 4.070 nV/sqrt(Hz)
RMS voltage in band: 4.070 uV
Independent samples: 2000000
Relative uncertainty: 0.100 %
Ideal temperature uncertainty: 0.300 K
Information bound: 0.300 K
Time for 0.030 K uncertainty: 100.0 s
Resonator energy / equipartition: 1.00000000
Variance deficit, B*tau=20: quadrature 0.017995, formula 0.017995
Variance deficit, B*tau=100: quadrature 0.004414, formula 0.004414
Variance deficit in example: 9.08e-07
Simulation windows: 0.1 and 1.0 ms
Long records per simulated case: 2000
50 ohm, ideal: mean 300.05 K
  long scatter 9.55 K, formula 9.49 K
  short scatter 30.25 K, formula 30.00 K
10 kohm, ideal: mean 300.10 K
  long scatter 9.60 K, formula 9.49 K
  short scatter 30.09 K, formula 30.00 K
1 kohm, band 1-2 MHz: mean 300.18 K
  long scatter 9.35 K, formula 9.49 K
  short scatter 30.07 K, formula 30.00 K
50 ohm, with e_n: mean 299.68 K
  long scatter 20.97 K, formula 20.94 K
  short scatter 66.27 K, formula 66.21 K
10 kohm, with C_in: mean 300.52 K
  long scatter 10.46 K, formula 10.40 K
  short scatter 33.18 K, formula 32.90 K
Amplifier e_n: 1.0 nV/sqrt(Hz)
Amplifier i_n: 10.0 fA/sqrt(Hz)
Input capacitance: 30.0 pF
R=50 ohm, no C_in: T_n 362.15 K, uncertainty 0.662 K
R=1000 ohm, no C_in: T_n 18.11 K, uncertainty 0.318 K
R=10000 ohm, no C_in: T_n 1.83 K, uncertainty 0.302 K
Example input pole: 5.305 MHz
Uncorrected capacitance bias: -3.48 K
Example B_eff with C_in: 0.99989 MHz
10 kohm input pole: 0.531 MHz
10 kohm B_eff with C_in: 0.831 MHz
10 kohm noiseless uncertainty with C_in: 0.329 K
Unsubtracted white amplifier offset: 18.11 K
Flicker corner: 1.0 kHz
Lowest flicker frequency: 1.0 Hz
Unsubtracted flicker offset: 0.250 K
Power calibration error: 0.10 %
Temperature error from calibration: 0.300 K
Quantum reduction without zero-point term: 1.20e-05 K
\end{verbatim}
